# How the A² Term Cancels for a Static Uniform Vector Potential, part 2

How do bound electrons respond to a uniform vector potential $\mathbf A=A\mathbf e$, with $\mathbf e$ a fixed unit vector? In the atomic units used, $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are 1, and the electric field is $\mathcal E=-dA/dt$. The $N$ electrons, of charge $-1$, have positions $\mathbf r_i$ and canonical momenta $\mathbf p_i$. The nuclei are fixed, and the potential $V$ depends on positions alone:

$$
H(A)=\sum_{i=1}^{N}\frac{(\mathbf p_i+\mathbf A)^2}{2}+V,\qquad
P=\sum_i\mathbf e\cdot\mathbf p_i,\qquad X=\sum_i\mathbf e\cdot\mathbf r_i .
$$

$H$ is the Hamiltonian without $\mathbf A$, with eigenstates $|n\rangle$, energies $E_n$ and a non-degenerate ground state $|0\rangle$. Further, $\omega_n=E_n-E_0$, $P_{n0}=\langle n|P|0\rangle$ and $X_{n0}=\langle n|X|0\rangle$. Sums over $n$ cover all excited states, including the continuum. The sum rule is

$$
\sum_nf_n=\sum_n2\omega_n|X_{n0}|^2=N .
$$

For constant $A$ the second-order energy vanishes:

$$
E^{(2)}=\frac{NA^2}{2}-A^2\,\frac N2=0 .
$$

If only a set $S$ of transitions is kept, a false static energy remains:

$$
E_S^{(2)}=\frac{A^2}{2}\Big(N-\sum_{n\in S}f_n\Big).
$$

The numerical example has two electrons in a spin singlet on a line, with repulsion $1/\sqrt{(x_1-x_2)^2+1}$, in the well

$$
v(x)=0.10\,x^2+0.04\,x^3+0.02\,x^4 .
$$

Its strongest transition has $f=1.96598$.

The closing table also lists two one-electron cases where the cancellation fails. In the first, the well $v(x)$ is supplemented by the nonlocal term $W=0.5\,|\chi\rangle\langle\chi|$, with normalized $\chi\propto e^{-x^2}$. Left bare, $W$ gives a false shift; the phase-dressed term $UWU^\dagger$, with $U=e^{-iAX}$, gives none. In the second, the electron moves on a ring of radius 1 with potential $0.2\cos\theta$ and a constant tangential $A$, which encloses magnetic flux; the coefficient of $A^2/2$ is then 0.7497, not zero.

## The response to an oscillating potential

The symbols taken over are these. $N$ bound electrons of charge $-1$ have the Hamiltonian $H$ with a local potential, eigenstates $|n\rangle$ and excitation energies $\omega_n$. $P$ and $X$ are the components of total momentum and total position along the direction $\mathbf e$ of a uniform vector potential $A$, and

$$
H(A)=H+AP+\frac{NA^2}{2}=e^{-iAX}He^{iAX}.
$$

The matrix elements obey $P_{n0}=i\omega_nX_{n0}$, the mean value $\langle0|P|0\rangle$ is zero, and the oscillator strengths $f_n=2\omega_n|X_{n0}|^2$ sum to $N$. For constant $A$ the energy does not change.

What changes when $A$ depends on time can be seen from the phase transformation itself. Write the state as $\psi=e^{-iA(t)X}\phi$. The time derivative now acts on the phase as well:

$$
i\dot\psi=e^{-iAX}\,(\dot AX\phi+i\dot\phi).
$$

The Schrödinger equation sets this equal to $H(A)\psi=e^{-iAX}H\phi$. Removing the common phase factor gives

$$
i\dot\phi=(H-\dot AX)\phi=(H+\mathcal EX)\phi .
$$

The vector potential has disappeared and its time derivative has remained. The term $\mathcal EX$ is the energy of the dipole $d=-X$ in the field $\mathcal E$. A response can therefore depend on $A$ only through $\mathcal E$, and each factor of $\mathcal E$ brings a factor $\omega$. The calculation that follows shows how the same result comes out of the terms $AP$ and $NA^2/2$, where neither term by itself contains the factor.

Let $A(t)=A_0\cos\omega t$, switched on slowly, with $\omega$ away from every $\omega_n$. The term $NA^2/2$ is a number at each instant and affects the phase of the state alone. To first order in $A_0$ write

$$
\psi(t)=e^{-iE_0t}\Big(|0\rangle+\sum_nb_n(t)|n\rangle\Big),\qquad
i\dot b_n=\omega_nb_n+A(t)P_{n0}.
$$

Split the cosine into $\tfrac12(e^{-i\omega t}+e^{i\omega t})$ and try $b_n=\beta_ne^{-i\omega t}+\gamma_ne^{i\omega t}$. The terms with $e^{-i\omega t}$ require $\omega\beta_n=\omega_n\beta_n+A_0P_{n0}/2$, and those with $e^{i\omega t}$ require $-\omega\gamma_n=\omega_n\gamma_n+A_0P_{n0}/2$. Hence

$$
\beta_n=-\frac{A_0P_{n0}}{2(\omega_n-\omega)},\qquad
\gamma_n=-\frac{A_0P_{n0}}{2(\omega_n+\omega)} .
$$

The slow switching excludes a free oscillation $e^{-i\omega_nt}$. The mean momentum is $2\,\mathrm{Re}\sum_nP_{n0}^*b_n$. In each term $P_{n0}^*P_{n0}$ is real, so the real part replaces both exponentials by $\cos\omega t$:

$$
\langle P\rangle=-A_0\cos\omega t\sum_n|P_{n0}|^2
\left(\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\right)
=-A(t)\sum_n\frac{2\omega_n|P_{n0}|^2}{\omega_n^2-\omega^2}.
$$

The velocity of an electron is $i[H(A),\mathbf r_i]=\mathbf p_i+\mathbf A$, and its charge is $-1$. The total electric current along $\mathbf e$ is thus $J=-(\langle P\rangle+NA)$. Inserting the mean momentum gives

$$
J=-K(\omega)A(t),\qquad
K(\omega)=N-\sum_n\frac{2\omega_n|P_{n0}|^2}{\omega_n^2-\omega^2}.
$$

The number $N$ comes from the $A^2$ term, since $NA$ is the derivative of $NA^2/2$. At $\omega=0$ the sum reduces to $2\sum_n|P_{n0}|^2/\omega_n=N$, and $K(0)=0$ repeats the static result.

At finite frequency, use $|P_{n0}|^2=\omega_n^2|X_{n0}|^2$, so that $2\omega_n|P_{n0}|^2=\omega_n^2f_n$, and replace $N$ by the sum of the oscillator strengths:

$$
K(\omega)=\sum_nf_n\left(1-\frac{\omega_n^2}{\omega_n^2-\omega^2}\right)
=-\omega^2\sum_n\frac{f_n}{\omega_n^2-\omega^2}.
$$

The remaining sum is the polarizability. To see this, take the perturbation $\mathcal E(t)X$ with $\mathcal E$ proportional to $\cos\omega t$. The calculation of the amplitudes is the same, with $X$ in place of $P$ and $\mathcal E$ in place of $A$, and it gives the induced part of $\langle X\rangle$ as $-\mathcal E\sum_n2\omega_n|X_{n0}|^2/(\omega_n^2-\omega^2)$. The induced dipole is minus this, $d=\alpha\mathcal E$, with

$$
\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2}.
$$

Therefore

$$
K(\omega)=-\omega^2\alpha(\omega),\qquad J(t)=\omega^2\alpha(\omega)A(t).
$$

The sign can be checked from the definition of current as the rate of change of the dipole. With $\mathcal E=-\dot A=\omega A_0\sin\omega t$, the dipole is $\alpha\omega A_0\sin\omega t$, and its derivative is $\omega^2\alpha A_0\cos\omega t$. One factor $\omega$ comes from the passage from $A$ to the field, the other from the passage from dipole to current.

For different directions $a$ and $b$ the relation reads $K_{ab}=-\omega^2\alpha_{ab}$ when the eigenfunctions can be chosen real. The products of matrix elements are then real and symmetric in $a$ and $b$, and the steps above carry over with the sum rule in its tensor form, $\sum_n2\omega_nX_{a,n0}X_{b,n0}=N\delta_{ab}$. The program tests this for one electron in an anisotropic two-dimensional well. At $\omega=0.2$ it finds $\alpha_{xy}=-0.4692$, so that $-\omega^2\alpha_{xy}=0.0188$, in agreement with $K_{xy}=0.0188$ from the momentum elements. The $A^2$ term has no $xy$ part, and here the response comes from the momentum sum alone.

The energy follows the same pattern. In a periodic field a state has a quasienergy: apart from a periodic factor, its phase runs as $e^{-i(E_0+\varepsilon)t}$, where $\varepsilon$ is the shift that goes to zero with the field. Let $c_0(t)$ be the amplitude of $|0\rangle$ after the factor $e^{-iE_0t}$ has been removed. It obeys

$$
i\dot c_0=\frac{NA^2}{2}\,c_0+A\sum_nP_{n0}^*b_n .
$$

To second order, $\varepsilon$ is the average of the right side over a cycle with $c_0=1$ and the first-order $b_n$. The average of $\cos^2\omega t$ is $\tfrac12$, so the first term gives $NA_0^2/4$. In the second term, the average of $A_0\cos\omega t\,(\beta_ne^{-i\omega t}+\gamma_ne^{i\omega t})$ is $A_0(\beta_n+\gamma_n)/2$. With the values of $\beta_n$ and $\gamma_n$,

$$
\varepsilon=\frac{A_0^2}{4}\left(N-\sum_n\frac{2\omega_n|P_{n0}|^2}{\omega_n^2-\omega^2}\right)
=\frac{K(\omega)A_0^2}{4}=-\frac{\omega^2\alpha(\omega)A_0^2}{4}.
$$

The field amplitude is $\mathcal E_0=\omega A_0$, and the shift is $\varepsilon=-\alpha(\omega)\mathcal E_0^2/4$, the ac Stark shift. The factor $\tfrac14$ in place of the static $\tfrac12$ is the cycle average.

The limit of low frequency depends on what is held fixed. At fixed $A_0$ the shift vanishes as $\omega^2$, in accord with the static cancellation. At fixed $\mathcal E_0$ the amplitude $A_0=\mathcal E_0/\omega$ grows without bound, and the $A^2$ part of the shift, $N\mathcal E_0^2/(4\omega^2)$, diverges. The part from $AP$ diverges with the opposite sign, and their sum tends to the finite value $-\alpha(0)\mathcal E_0^2/4$.

At high frequency, write

$$
K(\omega)=\sum_n\frac{f_n}{1-\omega_n^2/\omega^2} .
$$

When $\omega$ lies far above all transitions that carry appreciable strength, $K$ tends to $\sum_nf_n=N$. The momentum sum has died out and the $A^2$ term survives: the electrons respond as if free, with $J=-NA$ and the positive energy $NA_0^2/4$, which is the mean kinetic energy of their quiver motion. The wavelength must still be long compared with the molecule. Above the ionization threshold $\omega$ lies inside the continuum and cannot be away from every $\omega_n$; the response then has an absorptive part, and the limit just described holds only where the continuum strength near $\omega$ is negligible. Between the two limits $K$ has a pole at each discrete transition with $f_n>0$. Close to a pole the first-order amplitudes are large and the formulas above do not apply.

The two-electron model, with its well $v(x)$ and softened repulsion, shows the sizes involved. At $\omega=0.2$ hartree, below its strongest transition at 0.6098 hartree, the sum over states gives $\alpha=5.9425$. The predicted current per unit of $A$ is

$$
\omega^2\alpha=0.04\times5.9425=0.2377 .
$$

The $A^2$ term by itself would give $-2$. The momentum part must therefore supply $+2.2377$, and what is observed is the small difference. The program tests the prediction by integrating the time-dependent Schrödinger equation with $AP$ and $NA^2/2$ in the Hamiltonian, for $A_0=0.01$ and slow switching. The current in phase with $A$ is $0.2377\,A_0$, equal to the prediction within about one part in $10^5$, and the part out of phase is smaller by more than five orders of magnitude.

For the energy, the $A^2$ term contributes $2\times10^{-4}/4=5.0\times10^{-5}$ hartree. The predicted total is

$$
\varepsilon=-\frac{0.2377\times10^{-4}}{4}=-5.942\times10^{-6}\ \text{hartree},
$$

or $-0.1617$ meV. The phase gained by the propagated state over one period gives $-5.942\times10^{-6}$ hartree as well. At this frequency the $A^2$ contribution is $2/0.2377=8.4$ times, and the $AP$ contribution $2.2377/0.2377=9.4$ times, the size of the shift they produce together. The first ratio is $N/(\omega^2\alpha)$, which grows as $1/\omega^2$ at low frequency.

Both limits can be followed in the same model. A static electric field gives $\alpha(0)=5.3048$, obtained from the curvature of the ground-state energy. At $\omega=0.02$ the ratio $-K/\omega^2$ is 5.3105. The excess of 0.0057 is the first correction in $\omega^2$: expanding the denominators gives $\alpha(\omega)\approx\alpha(0)+\omega^2\sum_nf_n/\omega_n^4$, and if the strongest transition dominates, the correction is about $\alpha(0)\,\omega^2/\omega_n^2=5.3048\times(0.02/0.6098)^2=0.0057$. At $\omega=20$ hartree, $K=2.002$, close to $N=2$.

A truncated set of states also distorts the response at finite frequency. At low frequency $K$ is the small difference of two terms close to $N$, so even a small missing strength can be a large fraction of it. Keep a set $S$ of the exact transitions, so that $P_{n0}=i\omega_nX_{n0}$ holds for each of them. The position form and the momentum form of $K$ then differ:

$$
K_S^{\rm pos}=-\omega^2\sum_{n\in S}\frac{f_n}{\omega_n^2-\omega^2},\qquad
K_S^{\rm mom}=N-\sum_{n\in S}\frac{\omega_n^2f_n}{\omega_n^2-\omega^2}.
$$

Writing $\omega_n^2=(\omega_n^2-\omega^2)+\omega^2$ in the last numerator gives

$$
K_S^{\rm mom}=K_S^{\rm pos}+\Big(N-\sum_{n\in S}f_n\Big).
$$

The difference is the missing oscillator strength, at every frequency. Relative to the complete result, each omitted transition causes an error $\omega^2f_n/(\omega_n^2-\omega^2)$ in the position form and $\omega_n^2f_n/(\omega_n^2-\omega^2)$ in the momentum form. When $\omega$ lies below all omitted transitions, the position form has the smaller error, by the factor $\omega^2/\omega_n^2$ for each of them.

With the strongest transition alone, the model gives $K^{\rm pos}=-0.2369$ and $K^{\rm mom}=-0.2029$ at $\omega=0.2$, against the full value $-0.2377$. The relative errors are 0.3% and 15%, although 98% of the oscillator strength has been kept. At lower frequency the momentum form becomes qualitatively wrong. For one transition of energy $\omega_1$ and strength $f_1$, setting

$$
N-\frac{\omega_1^2f_1}{\omega_1^2-\omega^2}=0
$$

gives $\omega^2=\omega_1^2(N-f_1)/N$. With $\omega_1=0.6098$ and $N-f_1=0.0340$ this is $\omega=0.080$ hartree. Below that frequency the truncated response has the sign of a free electron instead of that of a bound one. If the transitions cannot be completed, replacing $N$ in the momentum form by $\sum_{n\in S}f_n$ removes the false constant and turns it into the position form. The coefficient of the $A^2$ term has then been matched to the states that are there to cancel it. This holds when the states kept are exact eigenstates of $H$. The eigenstates of $H$ in a finite basis do not in general obey $P_{n0}=i\omega_nX_{n0}$, so the strengths $2\omega_n|X_{n0}|^2$ and $g_n=2|P_{n0}|^2/\omega_n$ differ, and the first set may even sum to more than $N$. The false constant is then $N-\sum_ng_n$, and $N$ must be replaced by $\sum_ng_n$; the sum of the position strengths leaves a constant behind, which at low frequency can reverse the sign of $K$. The replacement gives $K=-\omega^2\sum_ng_n/(\omega_n^2-\omega^2)$, which vanishes at $\omega=0$ but equals the position form only as the basis becomes complete.

## Values computed for the example and the checks

```
TWO ELECTRONS IN A 1D WELL (atomic units)
grid: 31 points per electron, spacing 0.4 bohr
ground-state energy = 1.207446 hartree
sum of oscillator strengths = 2.00000000 (N = 2)
diamagnetic E2/A^2 = 1.000000 a.u.
paramagnetic E2/A^2 = -1.00000000 a.u.
|K(0)| = 1.4e-10 a.u.
static A = 0.3 a.u.: A^2 term = 0.090000 hartree
  shift from p.A alone = -0.09000000 hartree
  |total shift| = 6.6e-12 hartree
alpha(0), sum over states = 5.30483 a.u.
alpha(0), finite field F = 0.001 a.u.: 5.30482 a.u.
OSCILLATING A
omega = 0.2 hartree, A0 = 0.01 a.u., E0 = 0.0020 a.u.
period = 31.4159 a.u. of time
alpha(omega) = 5.94249 a.u.
omega^2 alpha(omega) = 0.237700 a.u.
K(omega) from momentum elements = -0.237700 a.u.
J/A0 in phase, propagation = 0.237698 a.u.
|J/A0| out of phase, propagation = 4.0e-07 a.u.
quasienergy shift, propagation = -5.94248e-06 hartree
-omega^2 alpha A0^2/4 = -5.94249e-06 hartree
  the same = -0.16170 meV
-K/omega^2 at omega = 0.02: 5.31052 a.u.
K at omega = 20.0: 2.00205 a.u.
ONLY THE STRONGEST TRANSITION KEPT
its energy = 0.609840 hartree, strength f = 1.965983
false static K = 0.034017 a.u.
K(omega), momentum form = -0.202917 a.u.
K(omega), position form = -0.236934 a.u.
ONE ELECTRON IN A 2D WELL, omega as above
largest |K_ab(0)| = 2.2e-14 a.u.
alpha_xx, alpha_yy, alpha_xy = 3.15263, 1.51350, -0.46921 a.u.
K_xx, K_yy, K_xy = -0.126105, -0.060540, 0.018769 a.u.
WHERE THE CANCELLATION FAILS (one electron)
nonlocal strength 0.5 hartree, A = 0.3 a.u.
  shift, bare nonlocal term = -0.017532 hartree
  |shift|, phase-dressed term = 1.8e-15 hartree
ring, radius 1 bohr, potential 0.2 cos(theta) hartree
  K(0) from states = 0.749742 a.u.
  K(0) from energy curvature = 0.749669 a.u.
```
